# Resolution limits of regularised non-negative Laplace inversion for deep-level transients

Take a capacitance transient that comes from one sharp level with a broad tail of slower emission rates. Invert it with positivity and a smoothing penalty, and the spectrum may show two clean peaks. In one case computed below, 30 of 32 noisy records of such a transient were accepted as two levels with a rate ratio of 2.2. The decay of the true pair they imitate differs from that of this single-humped distribution by only 1.7 standard deviations of noise. In another case, a broad level inverted with negligible penalty broke into separate lobes in every record. A peak count therefore needs an error analysis: how much do the data change when two levels are replaced by something simpler?

## Model and conventions

Let $x=\ln(e/e_0)$, where $e$ is an emission rate and $e_0$ a central rate. The transient, with its sign chosen positive, is

$$y(t)=b+\int g(x)\,e^{-e_0e^xt}\,dx+\text{noise},\qquad g\ge0 .$$

The baseline $b$ is free. Samples are spaced by $dt$ and carry independent Gaussian noise of standard deviation $\sigma$. The signal-to-noise ratio $S$ is the total amplitude $\int g\,dx$ divided by $\sigma$, after any averaging of records. Two levels have rate ratio $r=e^\delta$ and lie at $x=\pm\delta/2$.

For an electron trap at depth $E$ below the conduction band, detailed balance fixes the rate. With the Fermi level at the trap and degeneracy factor one, half the traps are filled, so capture $\sigma_nvn$ equals emission $e$. There $n=N_ce^{-E/kT}$, hence

$$e=\sigma_n v N_c e^{-E/kT}.$$

For equal capture cross-sections $\sigma_n$, two depths differing by $\Delta E$ give $\ln r=\Delta E/kT$.

The capacitance follows from Poisson's equation. Acceptor-like traps of density $N_t$, filled between depths $x_1$ and $x_2$, cancel part of the donor charge $N_d$. At fixed total potential $V$,

$$V=\frac{q}{2\varepsilon}\left[N_dW^2-N_t(x_2^2-x_1^2)\right].$$

If $W_\infty$ is the width with empty traps, then $W^2=W_\infty^2(1+u)$ with $u=(N_t/N_d)(x_2^2-x_1^2)/W_\infty^2$. Since $C\propto1/W$,

$$\frac{\Delta C}{C}=(1+u)^{-1/2}-1=-\frac u2+\frac{3u^2}{8}-\dots$$

The first term is linear in trap occupation and gives a sum of exponentials. The second is smaller by the factor $3u/4$.

## Why the inversion is unstable

Apply the Laplace transform to an oscillation in the logarithm of the emission rate, written $\lambda$ in this integral to keep it apart from the base of the exponential. Substituting $s=\lambda t$,

$$\int_0^\infty \exp(-\lambda t)\,\lambda^{-1/2+i\omega}\,d\lambda=\Gamma(\tfrac12+i\omega)\,t^{-1/2-i\omega}.$$

The reflection formula gives $|\Gamma(\frac12+i\omega)|^2=\pi/\sin[\pi(\frac12+i\omega)]=\pi/\cosh\pi\omega$. Fine structure in the rates is thus attenuated exponentially before it reaches the data.

A linear estimate stops where the attenuation relative to $\omega=0$, which is $(\cosh\pi\omega)^{-1/2}$, equals noise over signal. The norm of the sampled signal is $S_{\rm eff}=S/\sqrt{2e_0dt}$, because $\int_0^\infty e^{-2\tau}d\tau=\frac12$. Taking half a period as the smallest separation gives

$$\ln r\simeq\frac{\pi}{\omega}=\frac{\pi^2}{\operatorname{arccosh}(S_{\rm eff}^2)} .$$

This is a scale and not a bound: it ignores positivity, and half a period is a convention.

## The algorithm

Put $x$-values on a grid and let $x_j\ge0$ now denote the amplitude at grid point $j$, in units of $\sigma$. The baseline that minimises the squared misfit is the mean of $y-Kx$. Inserting it subtracts the mean from the data and from each column of $K$. Write the centred matrix as $U\Sigma V^T$. Because $U$ has orthonormal columns,

$$|Kx-y|^2=|\Sigma V^Tx-U^Ty|^2+\text{constant},$$

and $U^Ty$ still carries independent noise of unit variance. Directions with negligible singular values are dropped. From here $K$ and $y$ denote the compressed quantities.

Minimise

$$\tfrac12|Kx-y|^2+\tfrac12\alpha|x|^2,\qquad x_j\ge0 .$$

Let $K_j$ be column $j$ and define $c=(y-Kx)/\alpha$. The derivative with respect to $x_j$ is

$$K_j\cdot(Kx-y)+\alpha x_j=\alpha(x_j-K_j\cdot c).$$

At the minimum it vanishes where $x_j>0$ and is non-negative where $x_j=0$. In the first case $x_j=K_j\cdot c$; in the second $K_j\cdot c\le0$. Both are contained in

$$x=\max(0,K^Tc),\qquad K\max(0,K^Tc)+\alpha c=y .$$

The second equation states that the gradient of

$$F(c)=\tfrac12|\max(0,K^Tc)|^2+\tfrac12\alpha|c|^2-c\cdot y$$

is zero. $F$ is strictly convex for $\alpha>0$, so $c$ is unique. A Newton step uses the matrix $K_aK_a^T+\alpha I$, where $K_a$ holds the columns with $K_j\cdot c>0$, and a line search keeps the step from overshooting. In the example the unknown $c$ has 19 components in place of 121 amplitudes. For a pair with $\delta=1.4$, $S=100$ and $\alpha=10^{-3}$, a separate active-set solver on the uncompressed data agreed within $5\times10^{-7}$ of the largest amplitude.

**Noise amplification.** While the set of positive amplitudes stays fixed, a data change $\delta y$ gives $\delta x=(K_a^TK_a+\alpha I)^{-1}K_a^T\delta y$. Its gain along a singular value $s$ is $s/(s^2+\alpha)\le1/(2\sqrt\alpha)$. The solution is continuous and piecewise linear in $y$, so $|\delta x|\le|\delta y|/(2\sqrt\alpha)$ holds across changes of the set too.

**Choice of penalty.** Let $M_i=|Kx-y|^2$ and $P_i=|x|^2$ at the minimum for $\alpha_i$, with $\alpha_1<\alpha_2$. Each solution is best for its own penalty:

$$M_1+\alpha_1P_1\le M_2+\alpha_1P_2,\qquad M_2+\alpha_2P_2\le M_1+\alpha_2P_1 .$$

Adding them gives $(\alpha_2-\alpha_1)(P_2-P_1)\le0$, so $P_2\le P_1$. The first inequality then gives $M_1\le M_2$: misfit cannot fall as the penalty grows. Comparison with an unpenalised minimiser $x_0$ gives $M(\alpha)-M_0\le\alpha|x_0|^2$. Since amplitudes are non-negative, $|x_0|^2\le(\sum_jx_{0j})^2$, which is about $S^2$. A ladder ending at $\alpha=0.1/S^2$ therefore ends within about 0.1 of the smallest chi-square.

The ladder here starts at $10^5/S^2$ and descends by factors of $10^{0.4}$. The largest $\alpha$ whose chi-square is at most 4 above the final value is selected. The number 4, two standard deviations squared, is a choice.

## How well can one exponential imitate two?

Let $\tau=e_0t$ and $\varphi(x)=\exp(-\tau e^x)$. At $x=0$,

$$\varphi'=-\tau e^{-\tau},\qquad \varphi''=(\tau^2-\tau)e^{-\tau},$$

and the $n$th derivative is $e^{-\tau}$ times a polynomial with leading term $(-\tau)^n$. A narrow distribution of unit area with moments $\mu_n$ about $x=0$ decays as

$$f=\varphi+\mu_1\varphi'+\frac{\mu_2}{2}\varphi''+\frac{\mu_3}{6}\varphi'''+\frac{\mu_4}{24}\varphi''''+\dots$$

The equal pair has $\mu_1=\mu_3=0$, $\mu_2=\delta^2/4$ and $\mu_4=\delta^4/16$. A single exponential can adjust its amplitude and rate, which removes everything along $\varphi$ and $\varphi'$. What remains is the part of $(\delta^2/8)\tau^2e^{-\tau}$ orthogonal to $e^{-\tau}$ and $\tau e^{-\tau}$.

Laguerre polynomials supply it. The functions $L_n(2\tau)e^{-\tau}$ are mutually orthogonal on $(0,\infty)$ with norm $1/\sqrt2$, and $L_n(2\tau)$ has leading term $(-2\tau)^n/n!$. The part of $\tau^ne^{-\tau}$ orthogonal to all lower powers therefore has norm

$$\frac{n!}{2^n\sqrt2}.$$

For $n=2$ this is $1/(2\sqrt2)$. A sum over samples is an integral over $\tau$ divided by $e_0dt$, so the misfit in noise units is

$$D_1=\frac{S}{\sqrt{e_0dt}}\,\frac{\delta^2}{16\sqrt2}.$$

This is leading order in $\delta$, for a long, dense record with known baseline. A direct fit at $\delta=0.1$ gave 0.999 of it. If the amplitude shares are $p$ and $1-p$, the variance is $p(1-p)\delta^2$, and $D_1$ is multiplied by $4p(1-p)$. For 4:1 this is 0.64; fits at $\delta=0.04$ gave 0.644.

Setting $D_1$ to a fixed number gives $\delta\propto S^{-1/2}$. This answers whether the decay is a single exponential. It does not establish two levels, since a broad level also has a variance.

## How well can one hump imitate two levels?

A single-humped density rises to its mode and then falls. It is a mixture of boxes that start at the mode. A random $X$ drawn from it can be written $X=-d+UY$, where $-d$ is the mode, $U$ is uniform on $(0,1)$, and $Y$ is independent of $U$. Scale $X$ to zero mean and unit variance, and call its third and fourth moments $\gamma$ and $\kappa$. Since $E\,U^n=1/(n+1)$,

$$EY=2d,\quad EY^2=3(1+d^2),\quad EY^3=4(\gamma+3d+d^3),$$
$$EY^4=5(\kappa+4\gamma d+6d^2+d^4).$$

Let $Z=Y-2d$. Its variance and third moment are

$$v=3+3d^2-4d^2=3-d^2,\qquad T=EY^3-3EY\,EY^2+2(EY)^3=4\gamma-2dv .$$

Because $E[Z^2-v-(T/v)Z]^2\ge0$, we have $EZ^4\ge v^2+T^2/v$. Expanding $Y=Z+2d$,

$$EY^4\ge v^2+\frac{T^2}{v}+8dT+24d^2v+16d^4 .$$

With $T^2/v=16\gamma^2/v-16\gamma d+4d^2v$ and $8dT=32\gamma d-16d^2v$, the right side becomes

$$v^2+12d^2v+16d^4+16\gamma d+\frac{16\gamma^2}{v}
=9+30d^2+5d^4+16\gamma d+\frac{16\gamma^2}{v}.$$

Equating this to the expression for $EY^4$ and cancelling the powers of $d$,

$$\kappa\ge\frac95-\frac{4\gamma d}{5}+\frac{16\gamma^2}{5(3-d^2)} .$$

For zero skewness the bound is $9/5$, reached by a box. The equal pair has $\kappa=1$.

A competitive rival must match the pair's moments through third order, up to errors of order $\delta^4$. Its skewness is then of order $\delta$, and the bound stays at $9/5$ to leading order. The fourth moment is too large by at least

$$\Delta\mu_4=\left(\frac95-1\right)\left(\frac{\delta^2}{4}\right)^2=\frac{\delta^4}{20}.$$

Lower-order parts of $\varphi''''$ can be absorbed by small changes of area, mean, width and skewness. The Laguerre norm for $n=4$ is $24/(16\sqrt2)$, so

$$D_2=\frac{S}{\sqrt{e_0dt}}\frac{\Delta\mu_4}{24}\frac{24}{16\sqrt2}
=\frac{S}{\sqrt{e_0dt}}\frac{\delta^4}{320\sqrt2}.$$

A direct fit at $\delta=0.2$, again for a long record with known baseline, gave 0.996 of this value. At fixed $D_2$ the separation scales as $S^{-1/4}$.

The same inequality treats unequal levels. A 4:1 pair has variance $0.16\delta^2$, skewness of magnitude 1.5 and $\kappa=1+\gamma^2=3.25$. Choosing $\gamma=1.5$ and minimising over $d$ gives $\kappa\approx3.81$ near $d=0.6$. The fourth-moment excess is about $0.56(0.16)^2\delta^4=0.014\delta^4$, against $0.05\delta^4$ for equal levels. A hump thus imitates the unequal pair with roughly 0.29 of the misfit. At $\delta=0.5$, with the finite window and free baseline used below, the computed factor was 0.32.

## The measured resolution map

The map uses 1000 samples with $e_0dt=0.0142$, a window $e_0t\le14.2$, and 32 noise records. The largest spectral value is taken on each side of the known centre. An equal pair counts as resolved when these two maxima lie within $\delta/4$ of the true positions and the valley between them is at most half the smaller maximum. The limit is where 75% of records succeed, located by bisection to about 2% in $\ln r$, apart from sampling error. Bisection presumes one crossing. At $S=1000$, success was 0 at 0.7 times the limiting $\ln r$ and 1 at 1.4 times it.

The one-hump column is the ratio at which the best two-step hump has misfit 2 in this window with free baseline. The last column is the linear band estimate.

| $S$ | map $r$ | one hump | band |
|---:|---:|---:|---:|
| 100 | 3.53 | 3.10 | 2.08 |
| 300 | 2.46 | 2.31 | 1.88 |
| 1000 | 1.95 | 1.84 | 1.73 |
| 3000 | 1.68 | 1.59 | 1.63 |
| 10000 | 1.45 | 1.41 | 1.55 |

Measured $\ln r$ exceeds the one-hump value by 7 to 12%, and both have a fitted logarithmic slope of $-0.26$ over this range. The band estimate varies too slowly and is crossed at the highest $S$, as a non-bound may be. The two-step hump is slightly too restrictive a rival. A general hump with its mode near one of the levels, or somewhat outside the pair, lowers the misfit by roughly 4 to 6% at $S=10000$ and 13 to 15% at $S=100$. Through the fourth root, this raises the limiting $\delta$ by about 1 to 4%.

The fourth-root law is expensive. White noise falls as the square root of the number of averaged records, so halving $\ln r$ needs 16 times the $S$ and 256 times the records, in the small-$\delta$ regime. A single exponential would already be rejected at misfit 2 for $r=1.08$ at $S=1000$, by the long-record formula. Between 1.08 and about 1.9 the data show structure that this inversion does not reliably separate into two peaks.

## When two peaks are not evidence

At $S=1000$ the acceptance rule was applied to true pairs and to their noise-free one-hump imitations with noise added. Entries are accepted fractions; $D$ is the 4:1 imitation's misfit in noise units.

| $r$ | 1:1 pair | its hump | 4:1 pair | its hump | $D$ |
|---:|---:|---:|---:|---:|---:|
| 1.88 | 0.47 | 0.00 | 0.59 | 0.31 | 0.7 |
| 2.22 | 1.00 | 0.03 | 1.00 | 0.94 | 1.7 |
| 2.72 | 1.00 | 0.00 | 1.00 | 1.00 | 4.0 |

For equal amplitudes the imitation has its mode at the centre, and the peak criterion nearly always rejects it. Humps with a mode near one level were not tried there. For 4:1 the criterion fails, even where the misfit is 4. The shape of that hump explains why: nearly two thirds of its amplitude is a narrow spike close to the fast level, and the rest is a broad tail towards slower rates. The inversion draws the tail as a second peak.

The cure is to compare hypotheses. Fit the same data with non-negative boxes that start at a common mode, scan the mode, and record the rise in chi-square over the two-level fit. Without noise that rise is the square of the smallest misfit. The tabulated 4:1 humps had their mode fixed at $0.4\delta$ or $0.6\delta$; a finer scan places it near $0.55\delta$ and lowers $D$ by about 4% at these two ratios, so the rise is about 2.6 at $r=2.22$ and 15 at $r=2.72$. The first is weak evidence; the second is substantial. The threshold should be calibrated on simulated noisy humps.

The penalty does prevent another error. For a flat distribution of width 1.5 in $\ln e$ at $S=1000$, the selected spectra split in none of 32 records, while those at the end of the ladder split in all. A split means more than one separate lobe holding over 10% of the amplitude. A single level was never split by the selected penalty.

## Two levels in a silicon diode

Consider n-type silicon at 280 K, where $kT=24.13$ meV, with levels at 0.538 and 0.562 eV. Take $\sigma_n=10^{-15}$ cm², $v=2.21\times10^7$ cm/s and $N_c=2.54\times10^{19}$ cm⁻³. At the mean depth,

$$e_0=10^{-15}(2.21\times10^7)(2.54\times10^{19})e^{-550/24.13}\approx71\ {\rm s^{-1}} .$$

The two rates are 116.5 and 43.1 s⁻¹, with ratio $e^{24/24.13}=2.70$. For ideal exponentials of equal amplitude and $S=1000$, all 32 simulated records resolve them. The median recovered rates are 116.2 and 43.3 s⁻¹, within 1% of the truth. These are centroids of the spectrum on either side of the known centre, so they do not measure the error of a blind analysis. The map's limit at this $S$ corresponds to $kT\ln r=16$ meV; at $S=10000$ it is 9 meV.

Let $N_d=10^{15}$ and $N_t=2\times10^{12}$ cm⁻³, with area 1 mm², built-in potential 0.7 V, reverse bias 5 V and filling pulse to 0 V. The depletion width is 2715 nm. Traps within 628 nm of its edge stay below the Fermi level and remain filled, so emission comes from 323 to 2087 nm. Then

$$\frac u2=\frac{0.002}{2}\,\frac{2087^2-323^2}{2715^2}=5.8\times10^{-4},$$

and the 38.2 pF diode gives a 22 fF transient. $S=1000$ requires 22 aF of noise. From an assumed 1 fF per raw sample, this takes $(1000/22)^2\approx2070$ records, or 7 minutes of recording excluding filling pulses.

The equal cross-sections are an assumption: real centres can differ, and a factor 1.95 between cross-sections alone produces the limiting rate ratio at $S=1000$. A rate ratio then cannot be read as an energy difference without measurements at several temperatures.

Two neglected effects can be large. First, these levels lie near midgap, so an emptied trap can take an electron from the valence band. This is hole emission. It refills some of the traps, and the occupation relaxes to its final value at the sum of the electron and hole emission rates. Suppose the hole and electron capture cross-sections were equal and the gap were 1.13 eV. With $N_vv_p=0.53N_cv$ the relaxation rates of the two levels would be about 123 and 61 s⁻¹, and their ratio would fall from 2.70 to about 2.0. With $N_vv_p=0.89N_cv$, also within the range of tabulated valence-band values, they would be 128 and 74 s⁻¹, a ratio of 1.7. The example therefore assumes a hole cross-section well below the electron one.

Second, some free electrons reach into the depletion region and are still captured near the edge of the emitting region. There the occupation relaxes at the sum of the capture and emission rates, so even one level is not a pure exponential. For this diode at $S=1000$, in the depletion approximation, one level departs from the best single exponential by about 18 noise units. The pair departs from the best two exponentials by about 6, with the fast rate biased to 122 s⁻¹. Either is enough to upset the comparison of hypotheses above. Subtracting transients taken with two different filling pulses at the same reverse bias largely cancels this edge contribution, at the cost of some signal.

Temperature drift and tunnelling are smaller. A 0.1 K shift changes $\ln e$ by $0.1(E/kT+2)/T=0.009$, the 2 coming from $vN_c\propto T^2$. Tunnelling follows from detailed balance: if the capture coefficient is unchanged, emission scales with the thermal electron density at the trap. Let $\beta=1/kT$ and let the potential energy be $fx$, where $f=qF$ and $x$ is now position. The thermal density matrix obeys $\partial\rho/\partial\beta=(\hbar^2/2m)\,\partial^2\rho/\partial x^2-fx\rho$, and substitution confirms the solution

$$\rho(x,x')\propto\beta^{-1/2}\exp\left[-\frac{m(x-x')^2}{2\hbar^2\beta}-\frac{\beta f(x+x')}{2}+\frac{\beta^3\hbar^2f^2}{24m}\right].$$

At $x=x'$ the last term is the excess over the classical density, so $\ln e$ rises by $(\hbar qF)^2/[24m(kT)^3]$. The maximum over energy $\epsilon$ of the semiclassical exponent $\epsilon/kT-4\sqrt{2m}\,\epsilon^{3/2}/(3\hbar qF)$ is the same expression. At the peak field, 0.042 MV/cm, and with the light mass $0.19m_0$, the shift is 0.021. Both are far below the limiting $\ln r=0.67$.

The quadratic capacitance term leaves 0.19 noise units at $S=1000$ after a fit with a baseline and $\tau^ne^{-\tau}$, $n=0,1,2$, and about 0.05 after a two-level fit with free rates and baseline. Both grow in proportion to $S$, to about 1.9 and 0.5 at $S=10000$. Inverting $1/C^2$, which is proportional to $W^2$, would remove this term, but the signal would be linear in occupation only for a fixed emitting region. Here the edge $x_2$ moves with $W$. A change of $uW/2$ in $W$ alters $x_2^2-x_1^2$ by the relative amount $uWx_2/(x_2^2-x_1^2)\approx1.3u$, which is larger than $3u/4$. At such $S$ the model must include both effects, or the trap density must be lower relative to the doping.

Donor-like centres would be different. Their Coulomb barrier falls by up to $2\sqrt{qF/4\pi\varepsilon}=46$ mV at the peak field, or $1.9kT$ in energy. The lowering varies as $\sqrt{1-x/W}$, with $x$ the depth, which falls from 0.94 to 0.48 across the emitting region. If the full lowering applied to every escaping electron, one level would emit over a range of about 0.9 in $\ln e$, wider than the limiting separation of 0.67 at $S=1000$. The full lowering holds only for escape along the force. Averaging over directions, with no change for the uphill half, gives a range of about 0.45. That is below the limit but comparable to it, and enough to make the decay visibly non-exponential, so a narrower emitting region would be needed. Correlated noise and slow baseline drift also lie outside the map; either can add structure that white-noise chi-square misreads as levels. The numerical output lists the remaining values.

## Numbers as computed

```
temperature 280 K; kT 24.129 meV
capture cross-section 1.0e-15 cm2
masses/m0: DOS 1.08, velocity 0.26, light 0.19
N_c 2.540e+19 cm-3; velocity 2.213e+07 cm/s
central depth 0.550 eV; rate e0 70.82 1/s
samples 1000; step 0.20 ms; window 0.200 s
e0*dt 0.01416; e0*window 14.16
rate grid 6.42 to 780.6 1/s; 121 points
kept singular directions 19; largest/smallest 3.28e+08
noise records 32; allowed chi-square rise 4.0
dual/direct solver largest relative difference 4.7e-07
fit/formula: one exponential 0.9990 at delta 0.1
fit/formula: one hump 0.9963 at delta 0.2
general/two-step one-hump misfit 0.9732 at delta 0.5
4:1 over 1:1 one-exponential misfit 0.6438 at delta 0.04
4:1 over 1:1 one-hump misfit 0.3209 at delta 0.5
MAP: S, ratio r, ln r, kT ln r in meV
    100  3.526  1.260  30.40
    300  2.455  0.898  21.67
   1000  1.950  0.668  16.12
   3000  1.679  0.518  12.50
  10000  1.447  0.369  8.91
COMPARISON: S, ratio for one-exp test, one-hump test, band estimate
    100  1.261  3.098  2.081
    300  1.143  2.311  1.878
   1000  1.076  1.842  1.727
   3000  1.043  1.586  1.627
  10000  1.023  1.405  1.545
log-log slope of ln r: map -0.261, one-hump -0.261
map/one-hump ln r: 1.073 to 1.123
S=1000 success at 0.7 and 1.4 times limit: 0.000, 1.000
S=1000: ratio | 1:1 pair accepted, imitation accepted, misfit/sigma | same for 4:1 fast:slow
  1.492 | 0.000 0.000 0.39 | 0.000 0.000 0.13
  1.654 | 0.062 0.000 0.94 | 0.031 0.000 0.30
  1.882 | 0.469 0.000 2.28 | 0.594 0.312 0.72
  2.215 | 1.000 0.031 5.47 | 1.000 0.938 1.70
  2.718 | 1.000 0.000 12.81 | 1.000 1.000 3.99
S=1000 single level falsely split: fraction 0.000
S=1000 broad level, ln width 1.5, split fraction: chosen 0.000, negligible penalty 1.000
example depths 0.538, 0.562 eV; S 1000
true rates 116.45, 43.07 1/s; ratio 2.704
median recovered rates 116.22, 43.31 1/s
example resolved fraction 1.000
doping 1.0e+15, traps 2.0e+12 cm-3; area 1.0 mm2
reverse bias 5.0 V; built-in 0.7 V; pulse to 0 V
depletion width 2715 nm; edge region 628 nm
emitting region 323 to 2087 nm
capacitance 38.16 pF; transient 22.00 fF
noise needed for S=1000: 22.00 aF
raw noise 1.0 fF: average 2066 records, 6.9 min
0.1 K temperature shift changes ln rate by 0.00886
peak field 0.0420 MV/cm; tunnelling ln-rate shift 0.02097
nonlinearity/transient 8.65e-04; unabsorbed at S=1000 0.192 sigma
Coulomb lowering if donor-like 45.5 meV
```
